# Largest equilibrium coexistence width of a clamped transforming film

A film that changes phase on a thick substrate cannot freely change its in-plane size. Suppose the low-temperature phase wants to be smaller in the plane and the two phases share their stress. Each newly transformed part then adds tension, which opposes further transformation. Cooling must then continue for the transformation to proceed, and two phases coexist over a range of temperature. The simple estimate $2Me^2/\Delta S$ for this range assumes that the whole film shares one mean stress. Whether it can do so depends on how the phases fit together. For equally stiff phases, a uniform, fixed misfit and no wall energy, the estimate is an upper bound, which a compatible, fine mixture can approach.

## Setting and definitions

The film has thickness $h$, a free top surface and normal $z$. Both phases are linear, isotropic and equally stiff, with Young modulus $Y$, Poisson ratio $\nu$, shear modulus $\mu$ and biaxial modulus $M=Y/(1-\nu)$. The substrate is thick and unstrained far from the film. The parent film has in-plane misfit strain $m$, positive in tension.

The low-temperature phase occupies a volume fraction $x$. Its transformation strain, averaged over variants if there are several, is $\mathrm{diag}(e,e,e_z)$. Let $\Delta S=S_{\rm high}-S_{\rm low}>0$ be the entropy change per volume, taken as constant, and $T_0$ the stress-free transition temperature. Then $G_{\rm low}-G_{\rm high}=\Delta S(T-T_0)$.

Let $F(x)$ be the lowest elastic energy per film volume at fraction $x$ among the microstructures considered. Wall energy is left out at first. Equilibrium is the global minimum over $0\le x\le1$ of
$$g(x)=x\,\Delta S(T-T_0)+F(x).$$
The parent ceases to be the minimum when some $x$ gives $g(x)<g(0)$; the product becomes the minimum when $g(1)\le g(x)$ for all $x$. Hence
$$T_s=T_0-\frac1{\Delta S}\inf_{x>0}\frac{F(x)-F(0)}{x},\qquad
T_f=T_0-\frac1{\Delta S}\sup_{x<1}\frac{F(1)-F(x)}{1-x}.$$
The coexistence width is $T_s-T_f$. It is an equilibrium width, not a hysteresis.

**Theorem.** Under these assumptions, with either a single strain $\mathrm{diag}(e,e,e_z)$ or the two variants
$$V_1=\mathrm{diag}(2e,0,e_z),\qquad V_2=\mathrm{diag}(0,2e,e_z),$$
the width obeys
$$T_s-T_f\le\frac{2Me^2}{\Delta S}.$$
For the two variants with $e\,e_z\le0$, equality holds in the limit of a fine hierarchical mixture.

## Lemma 1: a lower bound on the elastic energy

*For every such microstructure, $F(x)\ge M(m-xe)^2$.*

**Proof.** Take the pattern periodic in the plane. The displacement is an affine part with strain $m$ plus a periodic part. In-plane derivatives of the periodic part average to zero at each height, so the mean in-plane strain is $m$ in both directions.

Let the mean transformation strains along $x$ and $y$ be $a$ and $b$, with $a+b=2xe$. The mean elastic strains are $A=m-a$ and $B=m-b$. The elastic energy density is convex, so its average is at least its value at the average strain. Minimizing that value over the out-of-plane components gives the plane-stress energy
$$\frac{Y}{2(1-\nu^2)}(A^2+B^2+2\nu AB).$$
Put $A=s+\delta$, $B=s-\delta$, where $s=m-xe$. The bracket becomes
$$2s^2+2\delta^2+2\nu(s^2-\delta^2)=2(1+\nu)s^2+2(1-\nu)\delta^2.$$
The energy is therefore
$$Ms^2+\frac{Y}{1+\nu}\delta^2\ge Ms^2.$$
Energy stored in the substrate is nonnegative and can only add. $\square$

For $\delta=0$ the stress is $Ms$ in each direction, and the energy $\tfrac12(Ms\,s+Ms\,s)=Ms^2$ has no further factor one half. The $\delta^2$ term shows why equal variant shares are preferred.

## Lemma 2: a mixture that reaches the bound

*For $V_1,V_2$ with $e\,e_z\le0$, the bound is approached at every $x$.*

**Proof.** Two strains can meet without stress on a plane of normal $\mathbf n$ if their difference is the symmetric part of $\mathbf a\otimes\mathbf n$. For parent and $V_1$, try $\mathbf n=(\sin\phi,0,\cos\phi)$ and $\mathbf a=(a_1,0,a_3)$. The three conditions are
$$a_1\sin\phi=2e,\quad a_3\cos\phi=e_z,\quad a_1\cos\phi+a_3\sin\phi=0.$$
For $e_z\ne0$, inserting the first two into the third gives $2e\cot\phi+e_z\tan\phi=0$, so
$$\tan^2\phi=-\frac{2e}{e_z}.$$
This has a solution when $e$ and $e_z$ have opposite signs. For $e_z=0$ the wall is vertical, $\phi=90^\circ$. The same argument with $x$ and $y$ exchanged treats $V_2$.

Build bands of parent/$V_1$ layers and bands of parent/$V_2$ layers, both with product fraction $x$. Their mean transformation strains differ by
$$x(V_1-V_2)=2ex\,\mathrm{diag}(1,-1,0).$$
This is the symmetric part of $2ex\,(1,-1,0)\otimes(1,1,0)$, since the two off-diagonal terms cancel. The bands are thus compatible on a $(110)$ plane.

With equal bands, the same elastic strain can now be present everywhere. Its in-plane components are $m-xe$, and zero normal stress fixes its out-of-plane component. The energy density is $M(m-xe)^2$.

Let the layer period be much smaller than the band width, and the band width much smaller than $h$. The displacements differ from their affine averages by amounts proportional to the pattern size. They can be joined at band walls and at the substrate through layers of comparable thickness, in which strains stay bounded. The volume fraction of these layers, and hence their energy per film volume, tends to zero. $\square$

## Proof of the theorem

At $x=1$ the single-strain film is uniform and has energy $M(m-e)^2$. The two-variant film approaches the same value by Lemma 2; for other signs of $e_z$ this remains true because $V_1$ and $V_2$ are still compatible with each other. At $x=0$, $F=Mm^2$. Lemma 1 gives
$$\frac{F(x)-F(0)}x\ge-2Mem+Me^2x\ge-2Mem,$$
and
$$\frac{F(1)-F(x)}{1-x}\le-2Mem+Me^2(1+x)\le-2Mem+2Me^2.$$
The first line bounds $T_s$ from above, the second bounds $T_f$ from below. Their difference is at most $2Me^2/\Delta S$.

For the compatible mixture, $F(x)=M(m-xe)^2$ and
$$g'(x)=\Delta S(T-T_0)-2Me(m-xe)=0.$$
Solving for the fraction,
$$x=\frac{\Delta S(T_0-T)+2Mem}{2Me^2}.$$
Since $g''=2Me^2>0$, this is the minimum. Setting $x=0$ and $x=1$ gives
$$T_s=T_0+\frac{2Mem}{\Delta S},\qquad T_f=T_s-\frac{2Me^2}{\Delta S}.$$
Equality is established. $\square$

For equally stiff phases, a uniform, temperature-independent misfit shifts the window but does not widen it. The width is quadratic in $e$, so reversing the signs of both $e$ and $e_z$ leaves it unchanged. Reversing $e$ alone can destroy the compatibility.

## Proposition: a single incompatible strain

With the single strain $\varepsilon^*=\mathrm{diag}(e,e,e_z)$, consider fine simple laminates with normal $\mathbf n$. Let $\bar E$ be the mean total strain and $S$ the symmetric part of $\mathbf a\otimes\mathbf n$. The total strains are $\bar E-xS$ in the parent and $\bar E+(1-x)S$ in the product. The elastic strains are then
$$(\bar E-x\varepsilon^*)-x(S-\varepsilon^*),\qquad
(\bar E-x\varepsilon^*)+(1-x)(S-\varepsilon^*).$$
The second terms average to zero, so equal moduli leave no cross term. Their weights add to $(1-x)x^2+x(1-x)^2=x(1-x)$. Therefore
$$F(x)=M(m-xe)^2+B\,x(1-x),$$
where $B$ is the elastic energy density of $S-\varepsilon^*$, minimized over $\mathbf a$.

The vector $\mathbf a$ can relax the strain components involving $\mathbf n$, but not those within the layer plane. If $\mathbf n$ makes angle $\theta$ with $z$, the latter are, up to a common sign, $e$ and $r=e\cos^2\theta+e_z\sin^2\theta$. Thus
$$B=\frac{Y}{2(1-\nu^2)}(e^2+r^2+2\nu er)
=\frac{Y}{2(1-\nu^2)}\left[(r+\nu e)^2+(1-\nu^2)e^2\right].$$
If $e_z/e\le-\nu$, some angle gives $r=-\nu e$, and the least value is $B=Ye^2/2$. From $g''=2(Me^2-B)$, the change of slope between $x=0$ and $x=1$ gives
$$T_s-T_f=\frac{2(Me^2-B)}{\Delta S}=\frac{(1+\nu)Me^2}{\Delta S}.$$
The last step uses $Y=(1-\nu)M$. For $m=0$ the window starts at $T_0-B/\Delta S$: incompatibility delays the start as well as narrowing the window.

Zero width arises in several cases. For layers parallel to the film, $r=e$ and $B=Me^2$; no other simple laminate has a lower $B$ when $e_z/e\ge1$. For a pure dilatation, $e_z=e$, the same value holds for every laminate normal. Columns much wider than $h$ also give zero width, because each is clamped separately and $F=(1-x)Mm^2+xM(m-e)^2$ is linear in $x$. Clamping alone therefore shifts a transition. By the definitions of $T_s$ and $T_f$, the width is positive exactly when mixing brings $F(x)$ below the straight line from $F(0)$ to $F(1)$ at some $x$. Sharing only the stress normal to a wall is not enough, as the pure dilatation shows.

## How fine must the mixture be?

Consider vertical phase walls with $e_z=0$, and one harmonic $\varepsilon^*_{xx}=H(z)\cos kx$. Here $z$ is measured down from the surface, and $H=1$ in the film and zero below. The substrate is given the same elastic constants as the film. In plane strain, let $E'=Y/(1-\nu^2)$ and use an Airy function $f(z)\cos kx$, so that $\sigma_{xx}=f''\cos kx$. Strain compatibility gives
$$f''''-2k^2f''+k^4f=-E'H''.$$
At $z=h$, $f,f',f'''$ are continuous and $f''$ jumps by $E'$. With $\alpha=-E'/(4k)$ and $q=kh$, a solution is
$$f=\alpha(z-h)e^{-k|z-h|}+(c+dz)e^{-kz}.$$
The free surface requires $f(0)=f'(0)=0$, hence
$$c=\alpha he^{-q},\qquad d=\alpha(2q-1)e^{-q}.$$
Differentiation at the interface gives
$$f'(h)=\alpha\left[1-e^{-2q}(1-2q+2q^2)\right].$$
In equilibrium without external work, the energy is $-\tfrac12\int\sigma:\varepsilon^*$. Averaging $\cos^2kx$ gives $-f'(h)/4$ per area. Dividing by the clamped value $E'h/4$ yields
$$R(q)=\frac{1-e^{-2q}(1-2q+2q^2)}{4q}.$$

For twins of $V_1$ and $V_2$ at $x=1$, the deviation from the mean is a shear. With $n$ the coordinate normal to the twin walls, let $\gamma^*=H\cos kn$ be its harmonic and $U(z)\sin kn$ the displacement along the wall. Equilibrium is $U''-k^2U=-kH$, with $U'(0)=0$. In the film $U=1/k+D\cosh kz$; below it $U$ decays as $e^{-kz}$. Continuity of $U$ and $U'$ gives $D=-e^{-q}/k$. The energy per area is
$$\frac\mu4\int_0^h(1-kU)\,dz=\frac{\mu}{4k}e^{-q}\sinh q.$$
Relative to the clamped value $\mu h/4$, this is
$$R_t(q)=\frac{1-e^{-2q}}{2q}.$$

Both factors go from 1 for wide domains to 0 for fine ones. At $q=2$ they are 0.1136 and 0.2454, and a finite-element solution through film and substrate gives the same four digits. Twins relax more slowly with decreasing period than vertical phase stripes do.

## Worked example: the regime of a vanadium dioxide film

Take rough values for a film whose rutile $c$ axis is normal to the substrate: $M=200$ GPa, $\nu=0.30$, $e=-0.40\,\%$, $e_z=0.80\,\%$, $\Delta S=0.70$ MJ/(m³ K), $T_0=340$ K, $h=1000$ nm and $m=0$. The elastic energy scale is
$$Me^2=(200\times10^9)(0.004)^2=3.20\ \text{MJ/m}^3.$$
The upper width is
$$\frac{2(3.20)}{0.70}=9.14\ \text{K},$$
so the compatible mixture runs from 340 K to 330.9 K. At 336 K its product fraction is $4/9.143=0.44$. Its phase walls lie at $45^\circ$.

For the single strain, $B=\tfrac12(140\times10^9)(0.004)^2=1.12$ MJ/m³. The start falls by $1.12/0.70=1.60$ K to 338.4 K, and the width is $1.30(3.20)/0.70=5.94$ K.

Direct minimization over phase strains, followed by global minimization over $x$ in steps of 0.01, gives widths of 9.05 K and 5.88 K. The 1 % deficits come from the step: the first and last chords each miss $0.01(Me^2-B)$ of slope, with $B=0$ for the compatible mixture.

### Effects left out of the ideal width

For a wall energy of 20 mJ/m², the stripe cost per volume is $2\gamma/p$ plus the relaxed energy of all harmonics, where $\gamma$ is the wall energy and $p$ the period. At $x=1/2$, minimization gives $p$ of about 980 nm and a cost equivalent to 0.12 K after division by $\Delta S$. At $x=1$, twins have a period of about 580 nm and cost 0.20 K. Variant bands, with an assumed period four times that of the phase stripes, add 0.16 K of elastic energy at $x=1/2$. The energy of the walls between the bands is not included.

These are energy scales, not computed shifts of the endpoints. The endpoints depend on the cost per unit fraction of the first and last sparse stripes, which can be several times larger than these values and narrows the window from both ends. They use vertical phase walls and $e_z=0$, so they are only estimates for the inclined walls here. The stripe period is about $h$ and the assumed band period about $4h$, whereas Lemma 2 needs both much smaller than $h$, so the ideal fine hierarchy is only a rough guide here.

A modulus difference also changes the width. Let $\rho$ be the low-phase modulus divided by the high-phase modulus $M$. If both phases carry the same stress and $m=0$,
$$F(x)=\frac{Me^2x^2}{1-x+x/\rho}.$$
Its slope is zero at $x=0$ and $Me^2\rho(1+\rho)$ at $x=1$. The width changes by the factor $\rho(1+\rho)/2$. For $\rho=1.10$ this is an increase of 15.5 %. For $m\ne0$ the numerator becomes $M(m-xe)^2$, and with $\rho\ne1$ the width then depends on the misfit as well. The common stress is an idealization: phases of unequal stiffness then have different elastic strains, which need not fit together exactly.

If the substrate expands less than the film by 10 ppm/K, then $m=\Delta\alpha(T-T_0)$ with $\Delta\alpha=-10$ ppm/K. Equilibrium becomes
$$(\Delta S-2Me\Delta\alpha)(T-T_0)=-2Me^2x,$$
which raises the width by 2.3 %, to 9.36 K. This mismatch is illustrative: it exceeds the in-plane expansion of rutile vanadium dioxide itself, so a substrate with a positive expansion below that of the film gives a smaller increase. A substrate that expands more than the film narrows the window instead. A 500 µm substrate of equal modulus, free to stretch and bend, relaxes 0.79 % of the strain.

### Comparison with a real film

The two compatible variants are an idealization, not the measured strains of vanadium dioxide. A monoclinic variant contracts along both in-plane axes, unlike $V_1$ and $V_2$, and has shear components absent from both models. The two widths are therefore reference cases, not a prediction for a particular sample. In a film thinner than the 1000 nm assumed here, fine domains cost more wall energy per volume.

Real films also break the assumption of uniform misfit. In a region much wider than the film thickness, a local misfit of $+0.10\,\%$ moves the start by
$$\frac{2(200\times10^9)(-0.004)(0.001)}{0.70\times10^6}=-2.3\ \text{K}.$$
Regions with different misfit can thus spread the measured transition beyond the bound for one uniform region. Hysteresis is a separate effect.

Finally, the transformed film carries 800 MPa of tension and stores 3.20 J/m². A long crack through the film relaxes material on both sides, so the energy released per crack area can be a few times larger than this. The fracture energy of brittle oxides ranges roughly from a few to a few tens of J/m², so cracking cannot be excluded. Near a crack, the clamping on which the width depends would be released. The numerical output below lists the values for this example.

## Calculated quantities

```
Biaxial modulus M = 200 GPa; Poisson ratio = 0.30
Young modulus Y = 140 GPa; shear modulus = 53.8 GPa
In-plane strain e = -0.40 %; out-of-plane ez = 0.80 %
Entropy change DS = 0.70 MJ/(m^3 K); T0 = 340.0 K
Latent heat DS*T0 = 238 MJ/m^3
Film thickness = 1000 nm; substrate = 500 um
Elastic energy M e^2 = 3.200 MJ/m^3
Upper width 2 M e^2/DS = 9.143 K
Upper-width finish temperature = 330.857 K
Fraction at 336 K, compatible film = 0.4375
Grid-minimized compatible width = 9.051 K
Fraction grid step = 0.010
Phase-wall normal from film normal = 45.0 deg
Single-strain least B = 1.120 MJ/m^3
Single-strain width (1+nu) M e^2/DS = 5.943 K
Single-strain start = 338.400 K
Single-strain finish = 332.457 K
Grid-minimized single-strain width = 5.883 K
Best single-strain laminate angle = 41 deg
Shift for misfit 0.10 % = -2.286 K
q=0.5: R phase 0.4080 (FE 0.4081), twin 0.6321 (FE 0.6321)
q=2.0: R phase 0.1136 (FE 0.1136), twin 0.2454 (FE 0.2454)
q=6.0: R phase 0.0417 (FE 0.0417), twin 0.0833 (FE 0.0833)
Incompatible strain, wide limit FE/formula = 0.9872
Incompatible strain, fine limit FE/formula = 1.0078
Wall energy = 20 mJ/m^2
Phase-stripe period at x=1/2 = 979 nm
Phase-stripe cost / DS = 0.117 K
Twin period at x=1 = 584 nm
Twin cost / DS = 0.195 K
Variant-band period assumed at x=1/2 = 3915 nm
Variant-band elastic cost / DS = 0.157 K
Low/high phase modulus ratio = 1.10
Width change from modulus ratio = 15.5 %
Thermal expansion difference = -10.0 ppm/K
Width with thermal mismatch = 9.357 K
Width change from thermal mismatch = 2.34 %
Strain relaxed by substrate = 0.79 %
Film stress after transformation = 800 MPa (tension positive)
Stored elastic energy per area = 3.20 J/m^2
```
